# Large-sample variance of a lognormal log-percentile estimated from complete lifetimes

An electromigration test runs $n$ nominally identical metal lines at one temperature and one current density until every line has failed. The lifetimes $t_1,\dots,t_n$, in hours, are taken to be independent draws from one lognormal distribution: $y_i=\ln t_i$ is normal with mean $\mu$ and standard deviation $\sigma$, both unknown. Logarithms are natural, and $\ln t$ means the logarithm of the number of hours.

The quantity wanted is the time $t_p$ by which a small fraction $p$ of lines has failed. Write $\Phi$ for the standard normal distribution function and $z=\Phi^{-1}(p)$ for its quantile. For $p<1/2$, $z$ is negative. A hat marks an estimate. The problem is to find how precisely $\ln t_p$ is known when $n$ is large, and then to see what the answer is worth for a test of 30 lines.

## (a) The percentile and its estimate

**Express $q=\ln t_p$ through $\mu$ and $\sigma$, and find its maximum-likelihood estimate.**

The fraction failed by time $t$ is the probability that $y\le\ln t$, so

$$p=\Phi\!\left(\frac{\ln t_p-\mu}{\sigma}\right)\quad\Rightarrow\quad q=\ln t_p=\mu+z\sigma .$$

The density of a lifetime is the normal density of $y$ times $dy/dt=1/t$:

$$f(t)=\frac{1}{t\,\sigma\sqrt{2\pi}}\exp\!\left[-\frac{(\ln t-\mu)^2}{2\sigma^2}\right].$$

The factor $1/t$ contains no parameter. It adds a constant to the log-likelihood, so fitting $t$ and fitting $\ln t$ give the same estimates. Apart from constants,

$$\ell(\mu,\sigma)=-n\ln\sigma-\frac{1}{2\sigma^2}\sum_i(y_i-\mu)^2 .$$

At any $\sigma$ the sum of squares is smallest where $\sum_i(y_i-\mu)=0$, which gives

$$\hat\mu=\frac1n\sum_i y_i .$$

Put this in and define $\hat\sigma^2=\frac1n\sum_i(y_i-\hat\mu)^2$. Then

$$\frac{\partial\ell}{\partial\sigma}=-\frac n\sigma+\frac{n\hat\sigma^2}{\sigma^3}=\frac{n}{\sigma^3}\left(\hat\sigma^2-\sigma^2\right).$$

This is positive for $\sigma<\hat\sigma$ and negative for $\sigma>\hat\sigma$, so $\sigma=\hat\sigma$ is the maximum. The divisor is $n$, not $n-1$.

The pair $(q,\sigma)$ labels the same distributions as $(\mu,\sigma)$, one to one. The most likely distribution does not depend on the labels, hence

$$\hat q=\hat\mu+z\hat\sigma .$$

## (b) The error as an average over lines

**Write $\hat q-q$ as an average of independent terms, one per line, plus a remainder. How large is the remainder?**

Let $\varepsilon_i=y_i-\mu$, and let $m_1=\frac1n\sum\varepsilon_i$ and $m_2=\frac1n\sum\varepsilon_i^2$. Then $\hat\mu-\mu=m_1$. Since $y_i-\hat\mu=\varepsilon_i-m_1$, expanding the square gives

$$\hat\sigma^2=m_2-2m_1^2+m_1^2=m_2-m_1^2 .$$

We need $\hat\sigma$, not its square. The identity $\hat\sigma^2-\sigma^2=2\sigma(\hat\sigma-\sigma)+(\hat\sigma-\sigma)^2$ can be solved for the linear term:

$$\hat\sigma-\sigma=\frac{m_2-\sigma^2}{2\sigma}-\frac{m_1^2+(\hat\sigma-\sigma)^2}{2\sigma}.$$

Multiplying by $z$ and adding $m_1$,

$$\hat q-q=\frac1n\sum_i\psi_i+R,\qquad \psi_i=\varepsilon_i+\frac{z(\varepsilon_i^2-\sigma^2)}{2\sigma},$$

$$R=-\frac{z}{2\sigma}\left[m_1^2+(\hat\sigma-\sigma)^2\right].$$

No approximation has been made yet. The averages $m_1$ and $m_2-\sigma^2$ have zero mean and size of order $n^{-1/2}$. Also

$$|\hat\sigma-\sigma|=\frac{|\hat\sigma^2-\sigma^2|}{\hat\sigma+\sigma}\le\frac{|\hat\sigma^2-\sigma^2|}{\sigma},$$

so $\hat\sigma-\sigma$ is of order $n^{-1/2}$ too. Both terms in $R$ are squares of such quantities, and the root-mean-square size of $R$ is of order $1/n$. The average of the $\psi_i$ is of order $n^{-1/2}$ and dominates. In 20,000 simulated tests at each of $n=100$ and $n=400$, the root-mean-square remainder fell by a factor of 4.03, as a $1/n$ law requires.

## (c) The large-sample variance

**Find the leading variance of $\hat q$ at fixed $p$, and its limits at the median and far in the tail.**

The moments of a normal $\varepsilon$ follow from integration by parts. Its density $g$ obeys $\varepsilon g=-\sigma^2\,dg/d\varepsilon$, so

$$E[\varepsilon^{k+1}]=\sigma^2k\,E[\varepsilon^{k-1}].$$

Thus $E[\varepsilon^2]=\sigma^2$, $E[\varepsilon^3]=2\sigma^2E[\varepsilon]=0$ and $E[\varepsilon^4]=3\sigma^4$. The mean of $\psi$ is zero, and its variance is

$$E[\psi^2]=E[\varepsilon^2]+\frac z\sigma E[\varepsilon^3-\sigma^2\varepsilon]+\frac{z^2}{4\sigma^2}E[(\varepsilon^2-\sigma^2)^2].$$

The middle term vanishes by symmetry. In the last one, $E[(\varepsilon^2-\sigma^2)^2]=3\sigma^4-2\sigma^4+\sigma^4=2\sigma^4$. Therefore $E[\psi^2]=\sigma^2+z^2\sigma^2/2$.

An average of $n$ independent terms has $1/n$ of the variance of one term. The variance of $R$ is of order $n^{-2}$, and by the Cauchy–Schwarz inequality its covariance with the average is at most of order $n^{-3/2}$. Neither affects the leading term:

$$\boxed{\operatorname{Var}\hat q\simeq\frac{\sigma^2}{n}\left(1+\frac{z^2}{2}\right)}$$

By the central limit theorem, $\sqrt n(\hat q-q)$ also tends to a normal variable of variance $\sigma^2(1+z^2/2)$.

The 1 comes from the uncertain centre of the distribution, and $z^2/2$ from its uncertain width. At the median, $z=0$ and only the first remains. At $|z|=\sqrt2$ the two are equal. For $|z|\gg\sqrt2$ the standard error approaches $|z|\sigma/\sqrt{2n}$: an error in width acts on a lever of length $|z|$. The limit $n\to\infty$ is taken first, at fixed $p$.

A standard error $S$ of $\ln t_p$ corresponds to a factor $e^{S}$ on $t_p$. When $S\ll1$ it is also the relative standard error of $t_p$.

## (d) Could another estimator do better?

**Compute the Fisher information and compare the bound it sets with the result of (c).**

For one line, the derivatives of the log-density (the scores) are

$$s_\mu=\frac{\varepsilon}{\sigma^2},\qquad s_\sigma=-\frac1\sigma+\frac{\varepsilon^2}{\sigma^3}=\frac{\varepsilon^2-\sigma^2}{\sigma^3}.$$

With the moments above, $E[s_\mu^2]=1/\sigma^2$, $E[s_\mu s_\sigma]=0$ and $E[s_\sigma^2]=2\sigma^4/\sigma^6=2/\sigma^2$. Scores of independent lines add, so the information matrix of the test is

$$I=\begin{pmatrix}n/\sigma^2&0\\0&2n/\sigma^2\end{pmatrix}.$$

Let $T$ be any unbiased estimator of $q$, and $s$ the vector of total scores. Differentiating $E[T]=\mu+z\sigma$ with respect to the parameters gives $\operatorname{Cov}(T,s)=g$, with $g=(1,z)^{\mathsf T}$, because the derivative of a density is the density times its score. For any fixed vector $a$, the Cauchy–Schwarz inequality reads $(a^{\mathsf T}g)^2\le\operatorname{Var}T\;a^{\mathsf T}Ia$. Choosing $a=I^{-1}g$ yields

$$\operatorname{Var}T\ge g^{\mathsf T}I^{-1}g=\frac{\sigma^2}{n}+z^2\frac{\sigma^2}{2n}.$$

This is the variance found in (c). No unbiased estimator that uses the same data and the same lognormal model has a smaller variance. For $\sigma=0.4$, numerical differentiation and quadrature of the lifetime density give information per line of 6.25 and 12.5, in agreement with $1/\sigma^2$ and $2/\sigma^2$.

## (e) Corrections at finite $n$

**Find the variance and bias of $\hat q$ without assuming large $n$.**

Rotate the vector $(\varepsilon_1,\dots,\varepsilon_n)$ to an orthonormal basis whose first axis is $(1,\dots,1)/\sqrt n$. The components remain independent normal variables of variance $\sigma^2$. The first is $\sqrt n\,m_1$. The squares of the other $n-1$ add up to $nm_2-nm_1^2=n\hat\sigma^2$. Hence $\hat\mu$ and $\hat\sigma$ are independent, and $\sqrt n\,\hat\sigma/\sigma=\chi_{n-1}$, the length of a vector of $n-1$ standard normal components. It follows that

$$\operatorname{Var}\hat q=\frac{\sigma^2}{n}\left[1+z^2\operatorname{Var}\chi_{n-1}\right],$$

$$E[\hat q]-q=z\sigma\left(\frac{E[\chi_{n-1}]}{\sqrt n}-1\right).$$

The density of $\chi_\nu$ is proportional to $x^{\nu-1}e^{-x^2/2}$. Substituting $u=x^2/2$ gives $\int_0^\infty x^{m-1}e^{-x^2/2}dx=2^{m/2-1}\Gamma(m/2)$, and the ratio of the cases $m=\nu+1$ and $m=\nu$ is

$$E[\chi_\nu]=\sqrt2\,\frac{\Gamma((\nu+1)/2)}{\Gamma(\nu/2)},\qquad \operatorname{Var}\chi_\nu=\nu-E[\chi_\nu]^2 .$$

The leading bias can be read from $R$ in (b), because the average of the $\psi_i$ has zero mean. To leading order $E[m_1^2]=\sigma^2/n$ and $E[(\hat\sigma-\sigma)^2]=\sigma^2/(2n)$, so

$$E[\hat q]-q\simeq-\frac{z}{2\sigma}\cdot\frac{3\sigma^2}{2n}=-\frac{3z\sigma}{4n}.$$

For $z<0$ this is positive: on average the estimated early-failure time is too long. For $p=0.1\,\%$ and $\sigma=0.4$ the full expressions give:

| $n$ | variance / large-sample variance | bias of $\ln t_p$ |
|---|---|---|
| 10 | 0.976 | +0.095 |
| 30 | 0.993 | +0.031 |
| 100 | 0.998 | +0.009 |

The variance formula is already accurate to 1 % at $n=30$. The ratio below 1 does not contradict (d), because the bound there is for unbiased estimators and $\hat q$ is biased. In 200,000 simulated tests of 30 lines the variance was 0.0305 and the bias $+0.031$, against computed values of 0.0306 and $+0.031$.

## (f) A test of 30 copper lines

**Thirty copper damascene lines are tested at 300 °C. The fit returns a median life of 100 h and $\hat\sigma=0.4$. Estimate the 0.1 % life, its uncertainty, and the number of lines needed for a standard error of 0.1 in $\ln t_p$.**

For $p=0.001$, $z=-3.090$. The estimate is

$$\hat q=4.605-3.090\times0.4=3.369,\qquad \hat t_p=e^{3.369}\approx29\ \text{h}.$$

With $\hat\sigma$ in place of the unknown $\sigma$, the two parts of the variance are

$$\frac{0.4^2}{30}=0.00533,\qquad \frac{0.4^2}{30}\cdot\frac{3.090^2}{2}=0.02547 .$$

Their sum is 0.0308, and the standard error is $\sqrt{0.0308}=0.1755$. About 83 % of the variance comes from the width. The logarithm of the median life from the same test has a standard error of 0.073, smaller by a factor of 2.4.

The large-sample two-sided 95 % interval multiplies and divides $\hat t_p$ by $e^{1.96\times0.1755}=1.41$. It runs from about 21 h to 41 h. The 95 % holds only for large $n$: at $n=30$ an interval built this way contains the true percentile in about 92 % of tests, and most of the misses are intervals that lie too high.

For a standard error of 0.1 at the same $\sigma$ and $p$,

$$n\ge\frac{0.4^2\times5.775}{0.1^2}=92.4,$$

so 93 lines are needed.

In the test of 30 lines, the expected number of failures before $t_p$ is $np=0.03$. The 0.1 % life is therefore an extrapolation of the fitted curve below the data, and the formula gives its statistical error on the condition that the curve is right.

## (g) A lower confidence bound

**Construct a lower bound on $t_p$ with 95 % confidence at $n=30$. What is the true confidence of the bound based on the large-sample variance?**

Let $s^2=n\hat\sigma^2/(n-1)$ and $Z=\sqrt n(\hat\mu-\mu)/\sigma$, a standard normal variable. Since $\mu-q=-z\sigma$,

$$T=\frac{\sqrt n(\hat\mu-q)}{s}=\frac{Z-z\sqrt n}{s/\sigma}.$$

By (e), $Z$ and $s$ are independent and $s/\sigma=\chi_{n-1}/\sqrt{n-1}$. This is the definition of a noncentral $t$ variable with $n-1$ degrees of freedom and noncentrality $-z\sqrt n$. Its distribution contains no unknown parameter.

Take $L=\hat\mu-Ks$. The statement $L\le q$ is the same as $T\le K\sqrt n$, so $K\sqrt n$ must be the 95 % quantile of $T$. For $n=30$ this gives $K=4.022$. With $s=0.4\sqrt{30/29}=0.4068$,

$$L=4.605-4.022\times0.4068=2.969,\qquad e^{L}\approx19.5\ \text{h}.$$

The large-sample bound is $3.369-1.645\times0.1755=3.080$, or 21.8 h. In general it is $L'=\hat\mu+z\hat\sigma-w\hat\sigma/\sqrt n$, with $w=1.645\sqrt{1+z^2/2}$. Replacing $\hat\sigma$ by $s\sqrt{(n-1)/n}$ turns $L'\le q$ into

$$T\le\sqrt{n-1}\left(\frac{w}{\sqrt n}-z\right).$$

The probability of this event is 88.6 %, not 95 %. The bound lies above the true percentile in about 11 % of tests instead of 5 %. The variance of $\hat q$ itself is good to 1 % here, so the fault lies elsewhere. Two effects place the bound too high too often. First, $\hat q$ is biased upward, as found in (e). Second, a test that happens to give a small $\hat\sigma$ both raises $\hat q$ (for $z<0$) and narrows the allowance subtracted from it. In $L'$ the coefficient of $\hat\sigma$ is $z-w/\sqrt n=-3.81$, against $-3.09$ in $\hat q$, so $L'$ scatters more than $\hat q$ does. At $n=400$ the simulated confidence is 93.6 %, nearer to the nominal value. For a one-sided tail bound at $n=30$, the noncentral $t$ result should be used.

## (h) What the formula leaves out

**How does the variance change if $\ln t$ is not normal? Compare the statistical error with a wrong distribution, hidden early failures and the extrapolation to use conditions.**

*Another distribution.* The decomposition in (b) did not use normality. Let $E[\varepsilon^3]=\gamma\sigma^3$ and $E[\varepsilon^4]=\kappa\sigma^4$, with the moments needed for the remainder finite. The expansion of $E[\psi^2]$ in (c) then gives

$$\operatorname{Var}(\hat\mu+z\hat\sigma)\simeq\frac{\sigma^2}{n}\left[1+z\gamma+\frac{z^2(\kappa-1)}{4}\right].$$

The normal values $\gamma=0$, $\kappa=3$ restore the earlier result. For Weibull lifetimes, $\gamma=-1.14$ and $\kappa=5.4$, and at $p=0.1\,\%$ the bracket is

$$1+3.52+10.50=15.0$$

instead of 5.77. Simulated Weibull tests with $n=1000$ also give 15.0. For large $n$, the standard error of the fitted value is thus 1.6 times what the lognormal formula says.

That scatter is about $\mu+z\sigma$, which is no longer the true log-percentile. A Weibull law with the same mean and standard deviation of $\ln t$ has a 0.1 % life of 13.9 h instead of 29 h, a shift of $-0.74$ in $\ln t_p$. This is more than four times the standard error of 0.1755, and it does not shrink as $n$ grows.

*Early failures.* Suppose that 1 % of the lines have a defect that makes their median life five times shorter, with the same $\sigma$, while the main population is unchanged. The true $\ln t_p$ then shifts by $-0.89$. The chance that a sample of 30 contains no such line is $0.99^{30}=74\,\%$, so the test can easily miss the population that sets the early life.

*Use conditions.* Black's equation takes the lifetime as proportional to $j^{-a}\exp(E_a/k_BT)$, with current density $j$, exponent $a$ and activation energy $E_a$. If this law holds with one $E_a$ and one $a$ over the whole range, and $\sigma$ is the same at stress and use, every log-percentile moves by

$$\frac{E_a}{k_B}\left(\frac1{T_\text{use}}-\frac1{T_\text{stress}}\right)+a\ln\frac{j_\text{stress}}{j_\text{use}} .$$

From 573 K and 2.0 MA/cm² to 378 K and 0.2 MA/cm², an error of $+0.05$ eV in $E_a$ shifts the projected $\ln t_p$ by $+0.52$. An error of $+0.1$ in $a$ shifts it by $0.1\ln10=+0.23$. If these were independent standard errors, the total would be

$$\sqrt{0.0308+0.52^2+0.23^2}\approx0.6,$$

and testing more lines at this one stress condition would hardly reduce it. At the stress condition itself, lines 2 K hotter than assumed, with $E_a=0.90$ eV, shift $\ln t_p$ by $-0.06$.

*The real case.* A stress temperature near 300 °C, a current density of order 1 MA/cm², a $\sigma$ of a few tenths and an activation energy near 0.9 eV are rough typical values for copper damascene lines. The errors and the defect fraction assumed above are illustrations, not measurements. Black's equation is empirical and has limits of its own. The exponent $a$ depends on the mechanism, near 1 when void growth controls the life and near 2 when void nucleation does. In a line of length $l$ with blocking ends, back-stress halts the drift when $jl$ lies below a threshold of roughly a few thousand A/cm. That is a length of order 10 to 20 µm at 2.0 MA/cm² but 100 to 200 µm at 0.2 MA/cm², so for lines between these lengths no single exponent connects stress and use. Real lines can also break the assumption of a single lognormal population, for instance when voids form at different places in the via and the line. In the early-failure example above, a second population moves the 0.1 % life by a factor of about 2.4, against a statistical factor of $e^{0.1755}\approx1.2$ for one standard error. A chip contains many lines, so the fraction allowed per line can lie far below 0.1 %, where $|z|$ is larger and both the statistical error and the reliance on the assumed tail grow. The formula also requires that every line was run to failure. If the test is stopped early, the information matrix of (d) changes and the variance must be derived again.

## Calculated quantities

```
lines tested n: 30
median life at stress: 100 h; sigma: 0.40
failure fraction p: 0.1 %; z: -3.0902
ln(median life / h): 4.6052; ln(t_p / h): 3.3691
0.1 % life t_p: 29.05 h
variance part from mu_hat: 0.005333
variance part from sigma_hat: 0.025465
factor 1 + z^2/2: 5.7748
large-sample variance of ln t_p: 0.030799
standard error of ln t_p: 0.1755
standard error of ln median: 0.0730
two-sided 95 % factor on t_p: 1.411
two-sided 95 % interval: 20.60 to 40.98 h
one-sided 95 % lower bound, large-sample: 21.77 h
one-sided 95 % lower bound, exact: 19.47 h
exact bound factor k (times s): 4.0222
true coverage of large-sample bound, n=30: 88.56 %
simulated coverage of it, n=30: 88.52 %
simulated coverage of it, n=400: 93.57 %
simulated coverage of exact bound: 95.02 %
lines needed for standard error 0.1: 93
information per line, mu-mu: 6.2500
information per line, sigma-sigma: 12.5000
simulated variance, n=30: 0.030518
exact finite-n variance, n=30: 0.030576
simulated correlation of mu_hat, sigma_hat: -0.0007
simulated / large-sample variance, n=400: 0.9863
remainder rms ratio, n=100 to n=400: 4.027
n=10: exact/large-sample variance 0.9759, bias of ln t_p +0.0955
n=30: exact/large-sample variance 0.9928, bias of ln t_p +0.0312
n=100: exact/large-sample variance 0.9979, bias of ln t_p +0.0093
simulated bias of ln t_p, n=30: +0.0313
Weibull log-life skewness: -1.1395; kurtosis: 5.4000
Weibull data, n*variance/sigma^2, formula: 15.026
Weibull data, same, simulated n=1000: 14.988
Weibull shape: 3.206; its 0.1 % life: 13.89 h
shift of ln t_p, Weibull law: -0.738
early population: 1 % of lines, median 5 times shorter
shift of ln t_p, early population: -0.886
chance that 30 lines include no early one: 74.0 %
stress: 573.15 K, 2.0 MA/cm2; use: 378.15 K, 0.2 MA/cm2
activation energy: 0.90 eV; current exponent: 1.1
shift of ln t_p, line 2 K hotter: -0.063
shift of ln t_p at use, energy +0.05 eV: +0.522
shift of ln t_p at use, exponent +0.1: +0.230
```
